**Onset of irreversible island nucleation on a vicinal surface**

The program tests the dilute result $\nu=\sigma FL^6/(120D)$ for the number of nuclei per $L\times L$ piece of terrace per layer, and the onset width $L_c=(120D/\sigma F)^{1/6}$ defined by $\nu=1$. Here $L$ is the terrace width in sites, $F$ the flux in monolayers per second, $D$ the diffusion constant in sites² per second, and $\sigma\simeq2\pi/\ln(\Lambda L)$ the capture number of an adatom pair. It asserts that the adatom density computed with moving steps agrees with the static parabola, and that a Green-function solution of the pair problem agrees with a direct sparse solution. It also asserts the logarithmic form of $\sigma$ and the local exponent $1/(6-1/\ln(\Lambda L))$, which is 0.1719 near $L=90$. A kinetic Monte Carlo simulation with point islands must reproduce the dilute nucleation count at half the onset width, and must show an island share that rises with $L$ and is similar at equal $L/L_c$ for two values of $D/F$. The output shows that islands take less than 10% of the deposit at $L_c$ and about half at $2L_c$. For the model parameters of the example, $L_c$ is 40.2 sites at 300 K and 78.4 sites at 400 K.

## Verification by program

```python
"""Onset of island nucleation on a vicinal surface (irreversible nucleation).

Result under test: the number of nuclei per L x L piece of terrace per layer is
    nu = sigma * F * L**6 / (120 * D),   sigma ~ 2 pi / ln(Lambda * L),
so nu = 1 defines the onset width L_c = (120 D / (sigma F))**(1/6).
L: terrace width (sites); F: flux (monolayers/s); D: diffusion constant
(sites^2/s, equal to the hop rate in each of four directions);
sigma: effective capture number of an adatom pair; Lambda: a constant.
Both terrace edges are perfect sinks. Adatoms react on the same site.
"""
import math
import random
from functools import lru_cache
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.constants import k as k_boltzmann, e as e_charge


@lru_cache(maxsize=None)
def pair_rate(width):
    """Nucleation rate per unit step length in units F^2/D, infinite strip.

    The reaction flux on the contact line is fixed by demanding that the
    pair density vanish there; the Green function is a sum over sine modes.
    """
    x = np.arange(1, width)
    phi = math.sqrt(2 / width) * np.sin(math.pi * np.outer(x, x) / width)
    eps = 2 - 2 * np.cos(math.pi * x / width)
    lam = eps[:, None] + eps[None, :]
    green_y = 1 / np.sqrt(lam**2 + 8 * lam)
    prod = (phi[:, :, None] * phi[:, None, :]).reshape(width - 1, -1)
    green = (prod * green_y.ravel()) @ prod.T
    density = x * (width - x) / 2
    flux = np.linalg.solve(green, density**2)
    return float(flux.sum() / 2)


def pair_rate_direct(width, reach):
    """Same rate from a sparse solution of the full pair equation."""
    m, ny = width - 1, 2 * reach + 1
    lap_x = sp.diags([-np.ones(m - 1), 2 * np.ones(m), -np.ones(m - 1)],
                     [-1, 0, 1])
    diag_y = 2 * np.ones(ny)
    diag_y[0] = diag_y[-1] = 1
    lap_y = sp.diags([-np.ones(ny - 1), diag_y, -np.ones(ny - 1)], [-1, 0, 1])
    one_x, one_y = sp.identity(m), sp.identity(ny)
    op = (sp.kron(sp.kron(lap_x, one_x), one_y)
          + sp.kron(sp.kron(one_x, lap_x), one_y)
          + 2 * sp.kron(sp.kron(one_x, one_x), lap_y)).tocsr()
    n = np.linalg.solve(lap_x.toarray(), np.ones(m))
    source = np.repeat((n[:, None] + n[None, :]).ravel(), ny)
    contact = np.array([(i * m + i) * ny + reach for i in range(m)])
    free = np.setdiff1d(np.arange(m * m * ny), contact)
    pair = np.zeros(m * m * ny)
    pair[free] = spsolve(op[free][:, free].tocsc(), source[free])
    return float((source - op @ pair)[contact].sum() / 2)


def sigma_eff(width):
    return 120 * pair_rate(width) / width**5


def onset_ratio(width):
    """D/F at which exactly one nucleus forms per L x L per layer."""
    return width * pair_rate(width)


def onset_width(ratio):
    """Onset width for given D/F, interpolated between integer widths."""
    lo, hi = 4, 128
    assert onset_ratio(lo) < ratio < onset_ratio(hi)
    while hi - lo > 1:
        mid = (lo + hi) // 2
        if onset_ratio(mid) < ratio:
            lo = mid
        else:
            hi = mid
    part = (math.log(ratio / onset_ratio(lo))
            / math.log(onset_ratio(hi) / onset_ratio(lo)))
    return lo * (hi / lo)**part


def grow(ratio, width, length, layers, seed):
    """Kinetic Monte Carlo with moving straight step and point islands.

    The ring of columns holds one sink column, the step, which serves both
    edges and advances one column per `length` deposited atoms.
    Returns the number of nuclei and the share of atoms caught by islands.
    """
    rnd = random.Random(seed).random
    island, sink, warm = -1, -2, 2
    nsite = width * length
    nb = []
    for p in range(nsite):
        x, y = divmod(p, length)
        nb += [(x + 1) % width * length + y, (x - 1) % width * length + y,
               x * length + (y + 1) % length, x * length + (y - 1) % length]
    site = [0] * nsite
    site[:length] = [sink] * length
    pos = []

    def remove(i):
        last = pos.pop()
        if i < len(pos):
            pos[i] = last
            site[last] = i + 1

    step = deposited = nuclei = caught = 0
    dep_rate, four = nsite / ratio, 0
    total = (warm + layers) * nsite
    while deposited < total:
        w = rnd() * (dep_rate + four)
        if w < four:
            k = int(w)
            i = k >> 2
            p = pos[i]
            t = nb[4 * p + (k & 3)]
            found = site[t]
            if found == 0:
                site[p] = 0
                site[t] = i + 1
                pos[i] = t
                continue
            site[p] = 0
            remove(i)
            if found == island:
                caught += 1
            elif found > 0:
                remove(site[t] - 1)
                site[t] = island
                nuclei += 1
                caught += 2
        else:
            t = int(rnd() * nsite)
            found = site[t]
            deposited += 1
            if found == 0:
                pos.append(t)
                site[t] = len(pos)
            elif found == island:
                caught += 1
            elif found > 0:
                remove(found - 1)
                site[t] = island
                nuclei += 1
                caught += 2
            if deposited % length == 0:
                for q in range(step * length, (step + 1) * length):
                    site[q] = 0
                step = (step + 1) % width
                for q in range(step * length, (step + 1) * length):
                    if site[q] > 0:
                        remove(site[q] - 1)
                    site[q] = sink
            if deposited == warm * nsite:
                nuclei = caught = 0
        four = 4 * len(pos)
    return nuclei, caught / (layers * nsite)


# --- adatom density with moving steps against the static parabola
w0 = 16
ratio0 = onset_ratio(w0)
peclet = w0**2 / ratio0
drift = w0 / ratio0
mat = (2 * np.eye(w0 - 1) - (1 + drift / 2) * np.eye(w0 - 1, k=1)
       - (1 - drift / 2) * np.eye(w0 - 1, k=-1))
n_moving = np.linalg.solve(mat, np.ones(w0 - 1))
xs = np.arange(1, w0)
profile_dev = np.max(np.abs(n_moving / (xs * (w0 - xs) / 2) - 1))
mean_coef = n_moving.sum() / w0**3
square_coef = (n_moving**2).sum() / w0**5
assert profile_dev < peclet
# lattice sums differ from the integrals by relative order 1/L^2
assert abs(12 * mean_coef - 1) < 2 / w0**2 + peclet
assert abs(120 * square_coef - 1) < 2 / w0**2 + peclet
print(f"Moving-step test: L = {w0} sites, F L^2/D = {peclet:.2e}")
print(f"  largest relative change of density profile = {profile_dev:.1e}")
print(f"  mean density/(F L^2/D) = {mean_coef:.5f} (1/12 = {1/12:.5f})")
print(f"  sum n^2/(F^2 L^5/D^2) = {square_coef:.6f} (1/120 = {1/120:.6f})")

# --- pair problem: Green function against direct sparse solution
rate_green, rate_direct = pair_rate(8), pair_rate_direct(8, 24)
assert abs(rate_green / rate_direct - 1) < 1e-6
print("Pair nucleation rate per step length, L = 8 sites, units F^2/D:")
print(f"  Green function {rate_green:.6f}, direct solution {rate_direct:.6f}")

# --- logarithm in the capture number and local exponent
print("L (sites), sigma, Lambda = exp(2 pi/sigma)/L, D/F at onset:")
for w in (8, 16, 32, 64, 128):
    s = sigma_eff(w)
    print(f"  {w:4d}  {s:.4f}  {math.exp(2*math.pi/s)/w:.3f}  "
          f"{onset_ratio(w):.4e}")
log_slope = (2 * math.pi / sigma_eff(128)
             - 2 * math.pi / sigma_eff(64)) / math.log(2)
# neglected terms are of relative order 1/ln^2, a few per cent here
assert abs(log_slope - 1) < 0.1
print(f"Slope of 2 pi/sigma against ln L, L = 64 to 128: {log_slope:.4f}")
local_exp = math.log(2) / math.log(onset_ratio(128) / onset_ratio(64))
formula_exp = 1 / (6 - sigma_eff(90) / (2 * math.pi))
assert abs(local_exp / formula_exp - 1) < 0.01 and local_exp > 1 / 6
print(f"Local exponent of L_c in D/F, L = 64 to 128: {local_exp:.5f}")
print(f"  from 1/(6 - 1/ln(Lambda L)) at L = 90: {formula_exp:.5f}; "
      f"1/6 = {1/6:.5f}")

# --- many-atom simulation below, at and above the onset
runs = {8: ((4, 800), (8, 100), (16, 20), (24, 10)),
        16: ((8, 100), (16, 45), (32, 6))}
share, count = {}, {}
side = 64
print(f"Monte Carlo, step length {side} sites:")
print("  D/F, L_c, L, layers, nuclei, dilute prediction, island share")
for wc, cases in runs.items():
    for w, layers in cases:
        nuc, part = grow(onset_ratio(wc), w, side, layers, 1000 * wc + w)
        expected = onset_ratio(w) / onset_ratio(wc) * side / w * layers
        share[wc, w], count[wc, w] = part, (nuc, expected)
        print(f"  {onset_ratio(wc):.3e} {wc:3d} {w:3d} {layers:4d} "
              f"{nuc:5d} {expected:8.1f} {part:.4f}")
nuc, expected = count[8, 4]
# dilute regime: agreement within four standard deviations of the count
assert abs(nuc - expected) < 4 * math.sqrt(expected)
assert share[8, 4] < 0.05 and share[16, 8] < 0.05
assert share[8, 24] > 0.5
assert share[8, 4] < share[8, 8] < share[8, 16] < share[8, 24]
assert share[16, 8] < share[16, 16] < share[16, 32]
# far above onset, depletion by islands suppresses further nucleation
assert count[8, 24][0] < 0.5 * count[8, 24][1]
# equal L/L_c gives similar shares; island capture keeps a slow logarithm
# and small islands a finite-size part, hence the loose bounds
assert 0.5 < share[16, 16] / share[8, 8] < 2
assert abs(share[16, 32] - share[8, 16]) < 0.15

# --- worked example with round model parameters
attempt, barrier, flux = 1e13, 0.40, 0.01
spacing, height = 0.25, 0.20
print(f"Example: attempt rate {attempt:.0e} 1/s, barrier {barrier:.2f} eV,")
print(f"  flux {flux} ML/s, spacing {spacing} nm, step height {height} nm")
widths = {}
for temp in (300.0, 400.0):
    kt = k_boltzmann * temp / e_charge
    hop = attempt * math.exp(-barrier / kt)
    diff = hop / 4
    ratio = diff / flux
    lc = onset_width(ratio)
    widths[temp] = (ratio, lc)
    sig = 120 * ratio / lc**6
    sig = 1 / sig if False else sig
    half = round(lc / 2)
    print(f"T = {temp:.0f} K: kT = {kt:.5f} eV, hop rate = {hop:.3e} 1/s")
    print(f"  D = {diff:.3e} sites^2/s, D/F = {ratio:.3e} sites^2")
    print(f"  (D/F)^(1/6) = {ratio**(1/6):.2f} sites, sigma = {sig:.3f}")
    print(f"  L_c = {lc:.2f} sites = {lc*spacing:.2f} nm, miscut = "
          f"{math.degrees(math.atan(height/(lc*spacing))):.2f} degrees")
    print(f"  mean adatom density at L_c = {lc**2/(12*ratio):.2e} per site")
    print(f"  nuclei per L x L per layer at L = {half} sites: "
          f"{onset_ratio(half)/ratio:.4f}")
(r1, l1), (r2, l2) = widths[300.0], widths[400.0]
pure = (r2 / r1)**(1 / 6)
assert 1 < (l2 / l1) / pure < 1.1
print(f"L_c(400 K)/L_c(300 K) = {l2/l1:.4f}; pure 1/6 law: {pure:.4f}")
print("PASS")
```

Running it gives:

```
Moving-step test: L = 16 sites, F L^2/D = 1.09e-03
  largest relative change of density profile = 1.6e-04
  mean density/(F L^2/D) = 0.08301 (1/12 = 0.08333)
  sum n^2/(F^2 L^5/D^2) = 0.008333 (1/120 = 0.008333)
Pair nucleation rate per step length, L = 8 sites, units F^2/D:
  Green function 566.834417, direct solution 566.834414
L (sites), sigma, Lambda = exp(2 pi/sigma)/L, D/F at onset:
     8  2.0758  2.579  4.5347e+03
    16  1.6875  2.588  2.3594e+05
    32  1.4221  2.592  1.2725e+07
    64  1.2292  2.593  7.0390e+08
   128  1.0824  2.593  3.9671e+10
Slope of 2 pi/sigma against ln L, L = 64 to 128: 0.9999
Local exponent of L_c in D/F, L = 64 to 128: 0.17192
  from 1/(6 - 1/ln(Lambda L)) at L = 90: 0.17192; 1/6 = 0.16667
Monte Carlo, step length 64 sites:
  D/F, L_c, L, layers, nuclei, dilute prediction, island share
  4.535e+03   8   4  800   260    257.1 0.0047
  4.535e+03   8   8  100   655    800.0 0.0936
  4.535e+03   8  16   20   848   4162.3 0.5081
  4.535e+03   8  24   10   748  14247.3 0.6814
  2.359e+05  16   8  100    17     15.4 0.0024
  2.359e+05  16  16   45   156    180.0 0.0655
  2.359e+05  16  32    6   149    647.2 0.4659
Example: attempt rate 1e+13 1/s, barrier 0.40 eV,
  flux 0.01 ML/s, spacing 0.25 nm, step height 0.2 nm
T = 300 K: kT = 0.02585 eV, hop rate = 1.907e+06 1/s
  D = 4.767e+05 sites^2/s, D/F = 4.767e+07 sites^2
  (D/F)^(1/6) = 19.04 sites, sigma = 1.352
  L_c = 40.22 sites = 10.05 nm, miscut = 1.14 degrees
  mean adatom density at L_c = 2.83e-06 per site
  nuclei per L x L per layer at L = 20 sites: 0.0178
T = 400 K: kT = 0.03447 eV, hop rate = 9.125e+07 1/s
  D = 2.281e+07 sites^2/s, D/F = 2.281e+09 sites^2
  (D/F)^(1/6) = 36.28 sites, sigma = 1.182
  L_c = 78.36 sites = 19.59 nm, miscut = 0.58 degrees
  mean adatom density at L_c = 2.24e-07 per site
  nuclei per L x L per layer at L = 39 sites: 0.0175
L_c(400 K)/L_c(300 K) = 1.9485; pure 1/6 law: 1.9054
PASS
```
